# Kubelka-Munk Reflectance of an Infinitely Thick Coating, with a Cooling-Paint Example

## Definitions and conventions

A homogeneous coating occupies $0<z<d$, with $z$ measured inward from the illuminated face. It is uniformly lit and wide compared with the depth that light reaches, so edge effects are neglected and nothing depends on the lateral position. Two diffuse fluxes describe the light, both positive and in W/m²: $I(z)$ travels inward and $J(z)$ travels outward.

Per unit thickness, each flux loses a fraction $K$ by absorption and a fraction $S$ by backscattering into the other flux. $K$ and $S$ belong to diffuse fluxes. They are not the absorption and scattering coefficients of a narrow beam, to which they are related below. Their ratio is $a=K/S$, with $K>0$ and $S>0$ unless a limit is named.

The substrate reflects a fraction $R_g$ of the flux that reaches it, $0\le R_g\le1$, so $J(d)=R_gI(d)$. The reflectance of the coated substrate is $R=J(0)/I(0)$. At first the front face has no reflection of its own, and thermal emission within the band considered is neglected. The coefficients refer to one wavelength, or to a band in which they are constant.

Under these assumptions, for every $R_g$ in the stated range,

$$R_\infty=\lim_{d\to\infty}R=1+a-\sqrt{a^2+2a}.$$

## Flux equations and their modes

Between $z$ and $z+dz$ the inward flux loses $(K+S)I\,dz$ and gains $SJ\,dz$. The outward flux enters this slice at $z+dz$ and leaves at $z$, so

$$J(z)=J(z+dz)-(K+S)J\,dz+SI\,dz.$$

Dividing by $dz$ gives the two balances

$$\frac{dI}{dz}=-(K+S)I+SJ,\qquad \frac{dJ}{dz}=(K+S)J-SI.$$

The coefficients are constant, so we try $I=Ae^{mz}$ and $J=Be^{mz}$:

$$(m+K+S)A=SB,\qquad (m-K-S)B=-SA.$$

Neither amplitude can vanish without the other. Multiplying the equations and dividing by $AB$ gives $m^2-(K+S)^2=-S^2$, hence

$$m=\pm\lambda,\qquad \lambda=\sqrt{K(K+2S)}=S\sqrt{a^2+2a}.$$

The first amplitude equation gives $B/A=(K+S+m)/S$. The two modes therefore have the flux ratios

$$p=1+a-\sqrt{a^2+2a}\quad(m=-\lambda),\qquad q=1+a+\sqrt{a^2+2a}\quad(m=+\lambda).$$

Their product is $(1+a)^2-(a^2+2a)=1$. Since $q>1$, it follows that $0<p<1$ and $q=1/p$. The mode that decays with depth has an acceptable reflectance, $p$. A finite layer generally needs the growing mode as well, and the next section shows how its influence at the front face disappears.

## Finite thickness and the infinite limit

Let $x=d-z$ be the height above the substrate and let $R(x)=J/I$ at that height. This ratio is the reflectance of everything below, and $R(0)=R_g$. Because $d/dx=-d/dz$,

$$\frac{dI}{dx}=(K+S)I-SJ,\qquad \frac{dJ}{dx}=-(K+S)J+SI.$$

The quotient rule then gives

$$\frac{dR}{dx}=\frac1I\frac{dJ}{dx}-\frac{J}{I^2}\frac{dI}{dx}
=S-2(K+S)R+SR^2=S(R-p)(R-q).$$

The factorization holds because $p+q=2(1+a)$ and $pq=1$. The slope is $S>0$ at $R=0$ and $-2K<0$ at $R=1$, so $R$ stays between 0 and 1.

For $R\ne p$, differentiate the logarithm of the ratio of the two factors:

$$\frac{d}{dx}\ln\left|\frac{R-p}{R-q}\right|
=\frac{dR}{dx}\,\frac{p-q}{(R-p)(R-q)}=S(p-q)=-2\lambda.$$

Integration from the substrate to the front face gives

$$\frac{R-p}{R-q}=C,\qquad C=\frac{R_g-p}{R_g-q}\,e^{-2\lambda d}.$$

Solving $R-p=C(R-q)$ for $R$,

$$R=\frac{p-qC}{1-C},\qquad R-p=-\frac{(q-p)C}{1-C}.$$

If $R_g=p$, then $C=0$ and $R=p$ at every thickness, which is also correct. Since $R_g\le1<q$, the denominator in $C$ cannot vanish. As $d\to\infty$, $C\to0$ and $R\to p$ whatever the substrate. This proves the stated result.

The flux equations were also propagated numerically with a matrix exponential, for $a=0.0001$, 0.02, 0.5 and 3, each with $R_g=0$, 0.5 and 1, at $\lambda d=12$. The largest absolute difference from $R_\infty$ was $3.7\times10^{-11}$.

A second check does not use the differential equations. Photons enter a half-space and travel exponentially distributed distances between events. At each event a photon survives with probability $S/(K+S)=1/(1+a)$ and reverses direction; otherwise it is absorbed. With $a=0.5$ and 400,000 photons, the escaping fraction was 0.3819 with a standard error of 0.0008. The formula gives 0.3820.

## The lossless case

With $K=0$ the two roots merge at 1, and the exponential solution no longer applies. The equation becomes $dR/dx=S(1-R)^2$. For $R_g<1$,

$$\frac{d}{dx}\frac1{1-R}=\frac{1}{(1-R)^2}\frac{dR}{dx}=S,$$

and integration gives

$$\frac1{1-R}=\frac1{1-R_g}+Sd,\qquad
1-R=\frac{1-R_g}{1+(1-R_g)Sd}.$$

The reflectance still tends to 1, but the shortfall falls only as $1/(Sd)$. If $R_g=1$, then $R=1$ at every thickness. Over a dark substrate, a weakly absorbing coating behaves much like the lossless one until $\lambda d$ is no longer small. Over a nearly perfect reflector this holds for $R$ but not for $1-R$, because the film's own absorption, about $2Kd$, can rival or exceed that of the substrate even at small $\lambda d$. "Infinitely thick" therefore means $2\lambda d\gg1$; the condition $Sd\gg1$ is not sufficient.

## Absorbed power, inversion and limits

For an infinite coating the absorptance is $A_\infty=1-R_\infty$. Subtracting the two flux equations gives $d(I-J)/dz=-K(I+J)$. In the decaying mode $J=R_\infty I$ and $I=I(0)e^{-\lambda z}$, so this reads $\lambda(1-R_\infty)=K(1+R_\infty)$. Hence

$$\frac{K}{I(0)}\int_0^\infty(I+J)\,dz=\frac{K(1+R_\infty)}{\lambda}=1-R_\infty.$$

The missing reflected power is thus the power absorbed in the coating.

To recover $a$ from a reflectance, use $R_\infty^2-2(1+a)R_\infty+1=0$. Rearranging,

$$(1-R_\infty)^2=2aR_\infty,\qquad a=\frac{(1-R_\infty)^2}{2R_\infty}.$$

This inversion needs a reflectance that is free of substrate and surface effects.

For weak absorption,

$$A_\infty=\sqrt{2a}\,\sqrt{1+a/2}-a=\sqrt{2a}-a+O(a^{3/2}).$$

The square root reflects repeated scattering: lowering $K$ also lets light go deeper and travel farther before it escapes. At fixed $S$ and small $a$, a fourfold rise in $K$ about doubles the absorbed power. For strong absorption, $R_\infty=1/q\approx1/(2a)$.

In code, $R_\infty=1/(1+a+\sqrt{a^2+2a})$ avoids subtracting nearly equal numbers at large $a$. For the absorptance, $(\sqrt{a^2+2a}-a)(\sqrt{a^2+2a}+a)=2a$ gives

$$A_\infty=\frac{2a}{a+\sqrt{a^2+2a}}.$$

For a spectrum, apply the formula at each wavelength and then average with the solar power as weight. To see the error of averaging $K$ first, write $b=\sqrt{a^2+2a}$, for which $db/da=(1+a)/b$. Then

$$\frac{dA_\infty}{da}=\frac{1+a}{b}-1,\qquad
\frac{d^2A_\infty}{da^2}=\frac1b-\frac{(1+a)^2}{b^3}=-\frac1{b^3}<0,$$

where the last step uses $b^2-(1+a)^2=-1$. The absorptance is concave in $a$. At fixed $S$, the absorptance computed from the mean $K$ is therefore at least as large as the true mean absorptance.

## Coefficients from radiative transport

Let $\sigma_a$ and $\sigma_s$ be the absorption and isotropic-scattering coefficients along a ray. If the radiance $L$ is uniform over one hemisphere, and $\mu$ is the cosine of the angle to the normal, the flux is $2\pi L\int_0^1\mu\,d\mu=\pi L$. The power absorbed per unit volume is $2\pi L\sigma_a\int_0^1d\mu=2\pi L\sigma_a$. Their ratio gives $K=2\sigma_a$; the factor 2 comes from oblique paths.

The coefficient $S$ follows from the decay rate deep in the material. With $\phi=\int_{-1}^1L\,d\mu$ and $F=\int_{-1}^1\mu L\,d\mu$, the transport equation is

$$\mu\frac{dL}{dz}=-(\sigma_a+\sigma_s)L+\frac{\sigma_s}{2}\phi.$$

Integrating over $\mu$ gives $dF/dz=-\sigma_a\phi$. Multiplying by $\mu$ first, and using $\int\mu^2L\,d\mu\approx\phi/3$ for nearly isotropic light, gives $d\phi/dz=-3(\sigma_a+\sigma_s)F$. Together,

$$\frac{d^2\phi}{dz^2}=3\sigma_a(\sigma_a+\sigma_s)\phi.$$

For $\sigma_a\ll\sigma_s$ the decay rate is $\sqrt{3\sigma_a\sigma_s}$. The two-flux rate is $\lambda\approx\sqrt{2KS}=\sqrt{4\sigma_aS}$. Equating them gives $S=3\sigma_s/4$. This relation is for isotropic scattering and weak absorption.

A discrete-ordinates solution of the transport equation, with 24 directions per hemisphere, tests the pair of relations. For diffuse light at $a=0.0002$ it gives an absorptance of 0.01979, against 0.01980 from the two-flux formula. At $a=0.02$ the values are 0.180 and 0.181. At $a=1$, outside the range of the derivation, they are 0.723 and 0.732, a difference of about 1.2% of the transport value.

## Worked example: a white cooling paint

Take $S=100$ /mm and $K=0.02$ /mm, so $a=0.0002$. Then

$$R_\infty=1.0002-\sqrt{(0.0002)^2+0.0004}=0.9802,$$

and $A_\infty=0.0198$. Sunlight of 1000 W/m² deposits 19.8 W/m² in the infinite coating. The estimate $\sqrt{2a}=0.0200$ is already close. With $K$ four times larger and $S$ unchanged, the absorptance is 0.0392, a factor of 1.98.

The decay rate is $\lambda=\sqrt{0.02\times200.02}=2.00$ /mm, so in the infinite coating the fluxes fall by a factor $e$ in 0.50 mm. A film of 0.4 mm has $Sd=40$ but only $\lambda d=0.80$, and it is not optically infinite. On a black substrate,

$$C=R_\infty^2e^{-2\lambda d}=0.9608\times0.2019=0.1940,$$

$$R=\frac{0.9802-1.0202\times0.1940}{1-0.1940}=0.9706.$$

Film and substrate together absorb 29.4 W/m², about half as much again as the infinite coating. Without any absorption in the film, the lossless formula gives $R=40/41=0.9756$, so the substrate would still receive 24.4 W/m². At this thickness, purer pigment alone cannot remove most of the heat.

Suppose the film's 0.9706 were inserted into the inversion formula as if it were $R_\infty$. The result would be $a=(0.0294)^2/(2\times0.9706)\approx0.00045$, more than twice the true ratio.

The thickness that brings the reflectance on black within $\delta$ of $R_\infty$ follows from $R=p-\delta$:

$$\frac{\delta}{q-p+\delta}=p^2e^{-2\lambda d},\qquad
d=\frac1{2\lambda}\ln\frac{p^2(q-p+\delta)}{\delta}.$$

With $\delta=0.001$ and $q-p=0.0400$, this is $d=\ln(0.9608\times41.0)/4.00=0.92$ mm.

### Thermal budget

Let the coating be at the air temperature, 300 K, so that convection exchanges no heat with the air. Take a grey thermal emissivity of 0.95 and a sky that radiates as 0.80 of a black body at 300 K. By Kirchhoff's law the coating absorbs the fraction 0.95 of the sky radiation. With $\sigma$ the Stefan-Boltzmann constant, the net thermal loss is

$$0.95(1-0.80)\sigma T^4=87.3\ \text{W/m}^2.$$

The net cooling power is $87.3-19.8=67.5$ W/m² for the infinite coating and $87.3-29.4=57.8$ W/m² for the film on black, with unrounded values used in the differences. All solar heat in the film and substrate is counted as a load.

Daytime cooling at air temperature ends when the solar heat equals the thermal loss, that is, at an absorptance of 0.0873. For an infinite coating without surface reflection, the inversion gives

$$a=\frac{(0.0873)^2}{2(1-0.0873)}=0.0042,\qquad K=0.42\ \text{/mm}.$$

This is about 21 times the assumed $K$, with $S$, sunlight and sky held fixed. The limit applies to diffuse sunlight. Direct sunlight near the normal is absorbed more strongly, as shown below, and the largest allowed $K$ is then lower. The 0.4 mm film on black has nearly the same limit, because with this much absorption $2\lambda d\approx7.3$ and little light returns from the substrate depth. A much thinner film differs: at 0.1 mm on black, even a lossless film gives an absorptance of $1/11=0.091$, which is already above the break-even value.

## Effects outside the basic formula

### A smooth binder surface

If a continuous binder of refractive index $n$ forms a smooth face, let $k_1$ be its reflectance for diffuse light from outside and $k_2$ that for diffuse light from inside. A fraction $1-k_1$ enters. Refraction confines it to a cone at first, but it is treated here as diffuse. The coating returns $R_\infty$ of it, of which $1-k_2$ escapes and $k_2$ starts another round. Summing the rounds,

$$R=k_1+(1-k_1)(1-k_2)R_\infty\sum_{m=0}^{\infty}(k_2R_\infty)^m
=k_1+\frac{(1-k_1)(1-k_2)R_\infty}{1-k_2R_\infty}.$$

Subtracting from 1 gives

$$1-R=\frac{(1-k_1)(1-R_\infty)}{1-k_2R_\infty}.$$

In equilibrium the radiance inside is $n^2$ times that outside. Equal fluxes through the face in both directions then require $1-k_1=n^2(1-k_2)$. As $R_\infty\to1$, the surface therefore multiplies the absorptance by $n^2$, because it sends light back for further passes.

For $n=1.5$, averaging the Fresnel reflectances over diffuse light gives $k_1=0.092$ and $k_2=0.596$. The example's reflectance drops to 0.957 and its solar heat rises to 43.3 W/m², with $K$ and $S$ held fixed. This is 2.2 times the value without the surface.

### Direction of sunlight

Direct sunlight is not diffuse when it enters. By reciprocity, the absorptance for one incident direction is 1 minus the outgoing radiance in that direction when the coating is lit by unit radiance from all directions. The transport solution gives 0.0248 at 4° from the normal, or 24.8 W/m² if all the sunlight arrives that way. This is 25% above the two-flux value.

### Spectral variation

Suppose 10% of the solar power meets 20 times the absorption, with $S$ unchanged. In that band $a=0.004$ and the absorptance is 0.0855. The correct average is $0.9\times0.0198+0.1\times0.0855=0.0264$. The mean coefficient is $0.02(0.9+2.0)=0.058$ /mm, which would give 0.0335. Averaging $K$ first overstates the heat by 27% of the correct value.

### Emission and coherence

A black body at 300 K emits about 0.003 W/m² at wavelengths below 2.5 µm. This bounds the coating's own emission there, which is negligible beside the solar heat.

The two-flux model adds powers, not wave amplitudes. Here $\sigma_s=4S/3$ gives a transport length $1/\sigma_s=7.5$ µm. At a wavelength of 0.5 µm, the vacuum wavenumber times this length is about 94. A value far above 1 supports adding powers, though interference corrections were not computed.

## Use for real paints

The optical parameters are illustrative values for a highly reflective porous white paint, not measurements or a fit to a particular product. The sky emissivity is a rough value for a clear sky, and humidity or cloud raises it. Real paints have wavelength-dependent $K$ and $S$, and their films have finite thickness. For the example's numbers, finite thickness over black moves the solar heat from 19.8 to 29.4 W/m². A smooth binder face would move it to 43.3 W/m² even for infinite thickness, for diffuse light and with $K$ and $S$ unchanged; a binder that fills the pores would also change $S$. In a porous paint whose pores reach the surface there may be no continuous face, and the full correction should not then be applied. These shifts were computed one at a time and should not simply be added.

For a film, the appropriate starting point is the finite-layer expression, with $R_g$ the reflectance of the substrate in contact with the coating. A value measured in air can differ from this if a binder wets the substrate. When the heat absorbed by film and substrate together is wanted, the infinite formula may replace the finite-layer expression only if the shift $|R-R_\infty|=(q-p)|C|/(1-C)$ is small compared with the absorptance $1-R_\infty$, not merely with the reflectance. If the substrate absorbs some of the light that reaches it, the heat absorbed in the film alone approaches its limit more slowly, because the light reaching the substrate falls only as $e^{-\lambda d}$. The full set of computed values appears in the numerical output.

## Table of computed values

```
Largest thick-layer test error: 3.7e-11
Largest finite-layer test error: 4.4e-16
Random walk, a: 0.5
Random walk, reflectance: 0.38185
Random walk, formula: 0.38197
Random walk, standard error: 0.00077
Energy test, a: 0.02
Energy test, absorbed fraction: 0.181
Backscattering S: 100 /mm
Absorption K: 0.02 /mm
Absorption ratio a: 0.0002
Infinite-coating reflectance: 0.980199
Infinite-coating absorptance: 0.019801
Weak-absorption estimate sqrt(2a): 0.02
Absorptance with fourfold K: 0.039208
Solar irradiance: 1000 W/m^2
Solar heat, infinite coating: 19.8 W/m^2
Flux decay rate: 2.0001 /mm
Flux decay depth: 0.5 mm
Film thickness: 0.4 mm
Film reflectance on black: 0.97057
Solar heat, film and black substrate: 29.43 W/m^2
Same film without absorption, reflectance: 0.97561
Allowed reflectance shortfall: 0.001
Thickness for that shortfall: 0.9184 mm
Temperature: 300 K
Coating thermal emissivity: 0.95
Sky emissivity: 0.8
Net thermal loss: 87.27 W/m^2
Net cooling, infinite coating: 67.47 W/m^2
Net cooling, film on black: 57.84 W/m^2
Break-even absorptance: 0.08727
Break-even ratio a: 0.004172
Break-even absorption K: 0.4172 /mm
Transport decay rate: 2 /mm
Transport absorptance, diffuse light: 0.019788
Near-normal incidence angle: 3.98 degrees
Transport absorptance, near-normal light: 0.024773
Solar heat, near-normal light: 24.77 W/m^2
At a=0.02, transport absorptance: 0.18
At a=0.02, Kubelka-Munk absorptance: 0.181
At a=1, transport absorptance: 0.72314
At a=1, Kubelka-Munk absorptance: 0.73205
Binder refractive index: 1.5
External diffuse surface reflectance k1: 0.09178
Internal diffuse surface reflectance k2: 0.5963
Reflectance with smooth surface: 0.95671
Solar heat with smooth surface: 43.29 W/m^2
Strong-band share of sunlight: 0.1
Strong-band absorption factor: 20
Absorptance averaged over bands: 0.026374
Absorptance from averaged K: 0.033484
Solar-band wavelength limit: 2.5 um
Blackbody emission below that limit: 0.0027 W/m^2
Transport length: 7.5 um
Wavelength for coherence estimate: 0.5 um
Wavenumber times transport length: 94.2
```
